# Why anodic oxide thickness per volt varies slowly with current: a program that tests the result

```python
"""Why anodic oxide thickness per volt hardly depends on current.

Result under test: for activated ionic hopping at high field E,
    i = i0 exp(mu E / kT),   i0 = i00 exp(-W / kT),
the field rises by kT ln(10) / mu per decade of current, and the thickness
per volt 1/E is multiplied by n/(n+1), where n = log10(i/i0).
Symbols: W zero-field barrier (eV); mu = charge number times well-to-saddle
distance (e nm); i00 = charge * ions per area * attempt frequency (A/cm2).
Internal fields are in V/nm; 1 V/nm = 10 MV/cm.
Material parameters are rough typical values for barrier oxide on aluminium.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq, minimize_scalar

k_ev = const.k / const.e
T = 298.15
kT = k_ev * T
charge_number = 3
distance = 0.30
W = 1.40
ions_per_cm2 = 1e15
attempt_rate = 1e13
mu = charge_number * distance
i00 = charge_number * const.e * ions_per_cm2 * attempt_rate
i0 = i00 * np.exp(-W / kT)
V = 100.0
MV = 10.0  # MV/cm in one V/nm


def two_way_current(field, temp=T):
    """Forward minus backward hopping current, A/cm2."""
    th = k_ev * temp
    return i00 * (np.exp(-(W - mu * field) / th)
                  - np.exp(-(W + mu * field) / th))


def solve_field(current, temp=T):
    """Field that carries a current, found numerically from both hops."""
    return brentq(lambda f: np.log(two_way_current(f, temp) / current),
                  1e-5, 1.5, xtol=1e-14)


# Fields from the two-way law against the logarithmic formulas
currents = np.array([1e-4, 1e-3, 1e-2])
fields = np.array([solve_field(i) for i in currents])
formula_fields = (W - kT * np.log(i00 / currents)) / mu
decade_step = kT * np.log(10) / mu
assert np.allclose(fields, formula_fields, rtol=1e-9)
assert np.allclose(np.diff(fields), decade_step, rtol=1e-8)
alpha = 1 / fields
n_decades = np.log10(currents / i0)
assert np.allclose(alpha[1:] / alpha[:-1],
                   n_decades[:-1] / (n_decades[:-1] + 1), rtol=1e-8)
E1 = fields[1]

# The logarithm is not enough: close to i0 one decade halves 1/E
near_ratio = solve_field(10 * i0) / solve_field(100 * i0)
assert abs(near_ratio - 0.5) < 0.01


# Exact overdamped drift in a tilted periodic potential (lengths in units
# of the half period, g = mu E in eV, unit diffusion coefficient)
def cosine(x):
    return 0.5 * W * (1 - np.cos(np.pi * x))


def sawtooth(x):
    return W * (1 - np.abs(np.mod(x, 2.0) - 1))


def drift(potential, g, points=800):
    x = np.arange(points)[:, None] * 2.0 / points
    y = np.linspace(0, 2, points + 1)[None, :]
    rise = potential(x) - potential(x - y) - g * y
    inner = trapezoid(np.exp(rise / kT), dx=2.0 / points, axis=1)
    return -2 * np.expm1(-2 * g / kT) / (inner.sum() * 2.0 / points)


def log_slope(potential, g, h=0.004):
    return np.log(drift(potential, g + h) / drift(potential, g - h)) / (2 * h)


# Low field: current proportional to field; then the sinh law
low_ratio = drift(cosine, 0.01 * kT) / drift(cosine, 0.001 * kT)
assert abs(low_ratio / 10 - 1) < 1e-3
sinh_ratio = drift(cosine, kT) / drift(cosine, 0.01 * kT)
# 1 percent allows for the slight barrier-shape change at this field
assert abs(sinh_ratio / (np.sinh(1) / np.sinh(0.01)) - 1) < 0.01

# Fixed saddle position: exponent slope 1/kT plus a weak prefactor term
g1 = mu * E1
saw_slope = log_slope(sawtooth, g1)
saw_formula = 1 / kT - 4 * g1 / (W**2 - g1**2)
assert abs(saw_slope / saw_formula - 1) < 0.005


# Smooth barrier: locate well and saddle numerically
def smooth_barrier(field):
    g = mu * field

    def tilted(x):
        return cosine(x) - g * x
    opts = {"xatol": 1e-10}
    well = minimize_scalar(tilted, bounds=(0, 0.5), method="bounded",
                           options=opts)
    top = minimize_scalar(lambda x: -tilted(x), bounds=(0.5, 1),
                          method="bounded", options=opts)
    return -top.fun - well.fun


def smooth_field(current):
    return brentq(lambda f: smooth_barrier(f) - kT * np.log(i00 / current),
                  0.1, 1.5, xtol=1e-12)


Es1, Es2 = smooth_field(1e-3), smooth_field(1e-2)
theta = np.arcsin(2 * mu * Es1 / (np.pi * W))
distance_factor = 1 - 2 * theta / np.pi
h = 1e-3
barrier_slope = (smooth_barrier(Es1 - h) - smooth_barrier(Es1 + h)) / (2 * h)
assert abs(barrier_slope / (mu * distance_factor) - 1) < 1e-4
# 1.5 percent allows for the field dependence of the drift prefactor
smooth_slope = log_slope(cosine, mu * Es1)
assert abs(smooth_slope * kT / distance_factor - 1) < 0.015

# Growth at constant current, then current decay at constant voltage
molar_mass, density = 101.96, 3.1
faraday = const.N_A * const.e
kappa = molar_mass / density / (6 * faraday) * 1e7  # nm per (C/cm2)
d1 = V / E1
growth_time = d1 / (kappa * 1e-3)


def decayed(t, d):
    return np.log(two_way_current(V / d[0]) / 1e-4)


decayed.terminal = True
hold = solve_ivp(lambda t, d: [kappa * two_way_current(V / d[0])],
                 (0, 1e4), [d1], events=decayed, rtol=1e-9, atol=1e-9)
assert len(hold.t_events[0]) == 1
hold_time = hold.t_events[0][0]
d_hold = hold.y_events[0][0][0]
assert abs(d_hold / (V / (E1 - decade_step)) - 1) < 1e-6
time_bounds = [(1e4 - 1e3) * V * kT / (mu * kappa * f**2)
               for f in (E1, E1 - decade_step)]
assert time_bounds[0] < hold_time < time_bounds[1]

# Temperature and heating
dE_dT = (solve_field(1e-3, T + 0.5) - solve_field(1e-3, T - 0.5))
dE_dT_formula = -k_ev * np.log(i00 / 1e-3) / mu
assert abs(dE_dT / dE_dT_formula - 1) < 1e-6
heat_transfer = 0.1  # W/(cm2 K), rough
warming = currents * V / heat_transfer
hot_fields = [solve_field(i, T + w) for i, w in zip(currents, warming)]
hot_step = hot_fields[2] - hot_fields[1]

# Space charge that changes the field across the film by one decade step
eps_r = 9.0
space_charge = const.epsilon_0 * eps_r * decade_step * 1e9 * 100  # uC/cm2

# Field emission of electrons into the oxide through a triangular barrier
phi, mass_ratio = 3.0, 0.4


def tunnel_current(field):
    F = field * 1e9
    m = mass_ratio * const.m_e
    width = phi / F
    # dimensionless profile over relative depth, so that the integrator's
    # absolute tolerance is meaningful; physical scale applied afterwards
    profile = quad(lambda s: np.sqrt(1 - s), 0, 1, epsabs=1e-10)[0]
    action = (2 * width * np.sqrt(2 * m * const.e * phi)
              / const.hbar * profile)
    closed = (4 * np.sqrt(2 * m) * (const.e * phi)**1.5
              / (3 * const.hbar * const.e * F))
    assert abs(action / closed - 1) < 1e-7
    pre = const.e**3 * F**2 / (8 * np.pi * const.h * mass_ratio
                               * const.e * phi)
    return pre * np.exp(-action) * 1e-4  # A/cm2


leak = [tunnel_current(f) for f in fields[1:]]
breakdown = 10.0  # MV/cm, rough
margin_decades = (breakdown / MV - E1) / decade_step
resistance, offset = 100.0, 2.0  # ohm cm2 and V, rough

print(f"Temperature: {T:.2f} K; kT: {kT:.5f} eV")
print(f"Ion charge number: {charge_number}")
print(f"Effective well-to-saddle distance: {distance:.2f} nm")
print(f"mu = charge number * distance: {mu:.2f} e nm")
print(f"Zero-field barrier W: {W:.2f} eV")
print(f"Hopping ions per area: {ions_per_cm2:.1e} cm^-2")
print(f"Attempt frequency: {attempt_rate:.1e} s^-1")
print(f"Prefactor i00: {i00:.3e} A/cm2; i0: {i0:.3e} A/cm2")
for i, f, a, n in zip(currents, fields, alpha, n_decades):
    print(f"i = {i*1e3:.1f} mA/cm2: field {f*MV:.3f} MV/cm, "
          f"1/E {a:.3f} nm/V,")
    print(f"   decades above i0 {n:.2f}, thickness at {V:.0f} V {a*V:.1f} nm")
print(f"Field change per current decade: {decade_step*MV:.3f} MV/cm")
print(f"mu E/kT at 1 mA/cm2: {g1/kT:.2f}; mu E: {g1:.3f} eV")
print(f"Field change, 1 to 10 mA/cm2: {100*(fields[2]/E1-1):.2f} %")
print(f"1/E change, 1 to 10 mA/cm2: {100*(alpha[2]/alpha[1]-1):.2f} %")
print(f"1/E change, 1 to 0.1 mA/cm2: {100*(alpha[0]/alpha[1]-1):.2f} %")
print(f"1/E ratio from 10 i0 to 100 i0: {near_ratio:.3f}")
print(f"Low field: current ratio for tenfold field: {low_ratio:.3f}")
print(f"Sawtooth: exact log-current slope times kT: {saw_slope*kT:.4f}")
print(f"Cosine: exact log-current slope times kT: {smooth_slope*kT:.4f}")
print(f"Cosine: well-to-saddle distance factor: {distance_factor:.4f}")
print(f"Cosine: field at 1 mA/cm2: {Es1*MV:.3f} MV/cm")
print(f"Cosine: field change, 1 to 10 mA/cm2: {(Es2-Es1)*MV:.3f} MV/cm")
print(f"Cosine: 1/E at 1 mA/cm2: {1/Es1:.3f} nm/V")
print(f"Cosine: 1/E change, 1 to 10 mA/cm2: {100*(Es1/Es2-1):.2f} %")
print(f"Oxide molar mass: {molar_mass:.2f} g/mol; "
      f"density (rough): {density:.1f} g/cm3")
print(f"Oxide thickness per charge: {kappa:.1f} nm/(C/cm2)")
print(f"Growth time to {V:.0f} V at 1 mA/cm2: {growth_time:.1f} s")
print(f"Hold at {V:.0f} V, time from 1 to 0.1 mA/cm2: {hold_time:.1f} s")
print(f"   bounds: {time_bounds[0]:.1f} and {time_bounds[1]:.1f} s")
print(f"   thickness at end of hold: {d_hold:.1f} nm")
print(f"Field change with temperature, 1 mA/cm2: {dE_dT*MV:.4f} MV/cm/K")
print(f"Warming that offsets one decade: {-decade_step/dE_dT:.1f} K")
print(f"Heat transfer (rough): {heat_transfer:.1f} W/(cm2 K)")
print(f"Warming at {V:.0f} V: {warming[1]:.1f} K at 1 mA/cm2, "
      f"{warming[2]:.1f} K at 10 mA/cm2")
print(f"Field change, 1 to 10 mA/cm2, with heating: {hot_step*MV:.3f} MV/cm")
print(f"Relative permittivity (rough): {eps_r:.1f}")
print(f"Space charge equal to one decade step: {space_charge:.3f} uC/cm2")
print(f"Tunnel barrier (rough): {phi:.1f} eV; mass: {mass_ratio:.1f} m_e")
print(f"Tunnel current at 1 mA/cm2 field: {leak[0]*1e3:.2e} mA/cm2")
print(f"Tunnel current at 10 mA/cm2 field: {leak[1]*1e3:.2e} mA/cm2")
print(f"Breakdown field (rough): {breakdown:.1f} MV/cm")
print(f"Current decades from 1 mA/cm2 to that field: {margin_decades:.2f}")
print(f"Electrolyte resistance (rough): {resistance:.0f} ohm cm2")
print(f"Electrolyte drop: {resistance*1e-3:.1f} V at 1 mA/cm2, "
      f"{resistance*1e-2:.1f} V at 10 mA/cm2")
print(f"Interface offset (rough): {offset:.1f} V, "
      f"{100*offset/V:.1f} % of {V:.0f} V")
print("ALL CHECKS PASSED")
```

Printed output:

```
Temperature: 298.15 K; kT: 0.02569 eV
Ion charge number: 3
Effective well-to-saddle distance: 0.30 nm
mu = charge number * distance: 0.90 e nm
Zero-field barrier W: 1.40 eV
Hopping ions per area: 1.0e+15 cm^-2
Attempt frequency: 1.0e+13 s^-1
Prefactor i00: 4.807e+09 A/cm2; i0: 1.040e-14 A/cm2
i = 0.1 mA/cm2: field 6.562 MV/cm, 1/E 1.524 nm/V,
   decades above i0 9.98, thickness at 100 V 152.4 nm
i = 1.0 mA/cm2: field 7.219 MV/cm, 1/E 1.385 nm/V,
   decades above i0 10.98, thickness at 100 V 138.5 nm
i = 10.0 mA/cm2: field 7.877 MV/cm, 1/E 1.270 nm/V,
   decades above i0 11.98, thickness at 100 V 127.0 nm
Field change per current decade: 0.657 MV/cm
mu E/kT at 1 mA/cm2: 25.29; mu E: 0.650 eV
Field change, 1 to 10 mA/cm2: 9.10 %
1/E change, 1 to 10 mA/cm2: -8.35 %
1/E change, 1 to 0.1 mA/cm2: 10.02 %
1/E ratio from 10 i0 to 100 i0: 0.502
Low field: current ratio for tenfold field: 10.000
Sawtooth: exact log-current slope times kT: 0.9566
Cosine: exact log-current slope times kT: 0.7810
Cosine: well-to-saddle distance factor: 0.7855
Cosine: field at 1 mA/cm2: 8.077 MV/cm
Cosine: field change, 1 to 10 mA/cm2: 0.850 MV/cm
Cosine: 1/E at 1 mA/cm2: 1.238 nm/V
Cosine: 1/E change, 1 to 10 mA/cm2: -9.52 %
Oxide molar mass: 101.96 g/mol; density (rough): 3.1 g/cm3
Oxide thickness per charge: 568.1 nm/(C/cm2)
Growth time to 100 V at 1 mA/cm2: 243.8 s
Hold at 100 V, time from 1 to 0.1 mA/cm2: 98.7 s
   bounds: 86.8 and 105.0 s
   thickness at end of hold: 152.4 nm
Field change with temperature, 1 mA/cm2: -0.0280 MV/cm/K
Warming that offsets one decade: 23.5 K
Heat transfer (rough): 0.1 W/(cm2 K)
Warming at 100 V: 1.0 K at 1 mA/cm2, 10.0 K at 10 mA/cm2
Field change, 1 to 10 mA/cm2, with heating: 0.428 MV/cm
Relative permittivity (rough): 9.0
Space charge equal to one decade step: 0.524 uC/cm2
Tunnel barrier (rough): 3.0 eV; mass: 0.4 m_e
Tunnel current at 1 mA/cm2 field: 2.10e-03 mA/cm2
Tunnel current at 10 mA/cm2 field: 3.34e-02 mA/cm2
Breakdown field (rough): 10.0 MV/cm
Current decades from 1 mA/cm2 to that field: 4.23
Electrolyte resistance (rough): 100 ohm cm2
Electrolyte drop: 0.1 V at 1 mA/cm2, 1.0 V at 10 mA/cm2
Interface offset (rough): 2.0 V, 2.0 % of 100 V
ALL CHECKS PASSED
```
